# Adatom diffusivity on a surface with alternating fcc and hcp hollows

## What goes wrong with an averaged rate

An adatom on an fcc(111) surface alternates between two kinds of threefold hollow. If it leaves one kind quickly and the other slowly, it is tempting to put the mean of the two rates into the diffusivity of a surface with identical sites. For the worked example below, that gives $8.26\times10^{-7}$ cm²/s where the two-rate model gives $5.59\times10^{-7}$ cm²/s, an overestimate of 48% relative to the latter. The error grows without bound as the rates move apart: the fast rate dominates the mean, while the adatom spends nearly all its time waiting in the slow sites.

Let $k_1$ be the rate from an fcc hollow to **each** of its three hcp neighbours, $k_2$ the rate from an hcp hollow to each of its three fcc neighbours, and $d$ the hop length. The total escape rates are then $3k_1$ and $3k_2$. The diffusivity $D$ is defined by $\langle r^2\rangle\to4Dt$ at long times, where $r$ is the distance from the starting point in the surface plane. The result is

$$D=\frac{3d^2}{2}\,\frac{k_1k_2}{k_1+k_2}. \qquad (1)$$

It holds for a single adatom making memoryless nearest-neighbour hops, with equal rates to the three neighbours and no drift, steps, traps or desorption.

## The network of sites

The surface atoms form a triangular lattice of spacing $a_s$, and the hollows are the centres of its triangles. An hcp hollow lies above a second-layer atom, an fcc hollow above a third-layer atom. Triangles that share an edge have hollows of opposite kinds. The centre of an equilateral triangle lies $a_s/(2\sqrt3)$ from each edge, so neighbouring hollows are twice that distance apart:

$$d=\frac{a_s}{\sqrt3}.$$

With suitable axes, the three hops out of an fcc hollow are

$$\boldsymbol\delta_1=d\,(0,1),\quad \boldsymbol\delta_2=d\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \boldsymbol\delta_3=d\left(\tfrac{\sqrt3}{2},-\tfrac12\right),$$

and those out of an hcp hollow are $-\boldsymbol\delta_j$. Two sums are needed. The first is

$$\sum_j\boldsymbol\delta_j=0. \qquad (2)$$

For the second, the squares of the $x$ components add to $d^2(0+\tfrac34+\tfrac34)=\tfrac32d^2$, those of the $y$ components to $d^2(1+\tfrac14+\tfrac14)=\tfrac32d^2$, and the products $xy$ to $d^2(0+\tfrac{\sqrt3}{4}-\tfrac{\sqrt3}{4})=0$. Hence, for any vector $\mathbf q$ in the plane,

$$\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^2=\tfrac32\,d^2q^2. \qquad (3)$$

## First derivation: growth of the mean square displacement

Let $p_1(t)$ and $p_2(t)$ be the probabilities that the adatom is on an fcc or an hcp hollow, with $p_1+p_2=1$. Loss from one kind is gain for the other:

$$\frac{dp_1}{dt}=-3k_1p_1+3k_2p_2=-3(k_1+k_2)p_1+3k_2 .$$

The second form uses $p_2=1-p_1$. Setting the derivative to zero gives the stationary values

$$\bar p_1=\frac{k_2}{k_1+k_2},\qquad \bar p_2=\frac{k_1}{k_1+k_2}. \qquad (4)$$

Any deviation from them decays at the rate $3(k_1+k_2)$. The site that is left slowly is the one occupied more.

Now suppose the adatom is at $\mathbf r$ on an fcc hollow. A hop along $\boldsymbol\delta_j$ changes $r^2$ by

$$|\mathbf r+\boldsymbol\delta_j|^2-r^2=2\mathbf r\cdot\boldsymbol\delta_j+d^2 .$$

Each hop occurs at rate $k_1$, so the mean rate of change of $r^2$ is

$$k_1\sum_j(2\mathbf r\cdot\boldsymbol\delta_j+d^2)=2k_1\,\mathbf r\cdot\sum_j\boldsymbol\delta_j+3k_1d^2=3k_1d^2 ,$$

because of (2). From an hcp hollow the vectors change sign, their sum is still zero, and the rate of change is $3k_2d^2$. Averaging over the position of the adatom gives

$$\frac{d\langle r^2\rangle}{dt}=3d^2\,(k_1p_1+k_2p_2). \qquad (5)$$

No approximation has been made within the model, and (5) holds at all times. At long times the values (4) apply. Then $k_1\bar p_1$ and $k_2\bar p_2$ both equal $k_1k_2/(k_1+k_2)$, and

$$\frac{d\langle r^2\rangle}{dt}\to\frac{6d^2k_1k_2}{k_1+k_2}=4D .$$

Division by 4 gives (1).

The same quantity can be read as a count of hops. The mean total hop rate is $\Gamma=3k_1\bar p_1+3k_2\bar p_2=6k_1k_2/(k_1+k_2)$, and (1) is $D=\Gamma d^2/4$. No correlation factor appears, although the adatom strictly alternates between two kinds of site. The kind of site fixes the waiting time and the set of possible directions, but by (2) the mean of the next hop is zero whatever came before.

### The transient

Equation (5) also gives the approach to the long-time law. For a start on an fcc hollow, $p_1(0)=1$, and

$$p_1=\bar p_1+\bar p_2e^{-3(k_1+k_2)t},\qquad p_2=\bar p_2\left(1-e^{-3(k_1+k_2)t}\right).$$

Therefore

$$k_1p_1+k_2p_2=\frac{2k_1k_2}{k_1+k_2}+(k_1-k_2)\,\bar p_2\,e^{-3(k_1+k_2)t}.$$

Insert this in (5) and integrate from 0 to $t$. The exponential integrates to $[1-e^{-3(k_1+k_2)t}]/[3(k_1+k_2)]$, and with $\bar p_2=k_1/(k_1+k_2)$,

$$\langle r^2\rangle=4Dt+\frac{d^2k_1(k_1-k_2)}{(k_1+k_2)^2}\left[1-e^{-3(k_1+k_2)t}\right]. \qquad (6)$$

For a start on an hcp hollow, exchange $k_1$ and $k_2$. A start on the fast site gives a lasting head start, and a start on the slow site a lasting delay. Weighted with (4), the two offsets cancel, so an adatom whose starting site is drawn from the stationary distribution obeys $\langle r^2\rangle=4Dt$ from the beginning.

A test case is $k_1=2$, $k_2=0.5$, $t=4$ in arbitrary units. Here $4Dt=9.6\,d^2$. The offsets are $2(1.5)/2.5^2=0.48$ and $0.5(-1.5)/2.5^2=-0.12$ in units of $d^2$, and the exponential $e^{-30}$ is negligible. Equation (6) thus predicts $10.08\,d^2$ and $9.48\,d^2$. Direct integration of the master equation on a large patch of the lattice gives 10.080000 and 9.480000.

## Second derivation: decay of a density wave

The second route follows a periodic modulation of the probability instead of the path of one adatom. In the diffusion equation $\partial\rho/\partial t=D\nabla^2\rho$, a wave $e^{i\mathbf q\cdot\mathbf r}$ decays as $e^{-Dq^2t}$. This $D$ is the one defined above: multiplying the equation by $r^2$ and integrating twice by parts, with $\nabla^2r^2=4$ in two dimensions, gives $d\langle r^2\rangle/dt=4D$. It remains to find how slowly a long wave decays on the real network.

Let the probability on an fcc site at $\mathbf r$ be $u_1e^{i\mathbf q\cdot\mathbf r+\lambda t}$, and on an hcp site $u_2e^{i\mathbf q\cdot\mathbf r+\lambda t}$. An fcc site gains from hcp sites at $\mathbf r+\boldsymbol\delta_j$, and an hcp site from fcc sites at $\mathbf r-\boldsymbol\delta_j$. With $S=\sum_je^{i\mathbf q\cdot\boldsymbol\delta_j}$, the master equation becomes

$$\lambda u_1=-3k_1u_1+k_2S\,u_2,\qquad \lambda u_2=-3k_2u_2+k_1S^*u_1 .$$

A nonzero solution requires $(\lambda+3k_1)(\lambda+3k_2)=k_1k_2|S|^2$, that is,

$$\lambda^2+3(k_1+k_2)\lambda+k_1k_2\,(9-|S|^2)=0. \qquad (7)$$

For waves long compared with $d$, expand $S$ in powers of $\mathbf q$:

$$S=3+i\,\mathbf q\cdot\sum_j\boldsymbol\delta_j-\tfrac12\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^2+\dots=3-\tfrac34d^2q^2+\dots$$

The linear term vanishes by (2), and the quadratic term follows from (3). The next term is imaginary and of order $q^3$, so it enters $|S|^2$ only at order $q^6$. Squaring the real part gives $|S|^2=9-2\cdot3\cdot\tfrac34d^2q^2+O(q^4)$, and

$$9-|S|^2=\tfrac92d^2q^2+O(q^4).$$

At $q=0$ the roots of (7) are $0$ and $-3(k_1+k_2)$. The second is the relaxation rate of the occupations found earlier. The first belongs to the conserved total probability and becomes slightly negative at small $q$. Since this root is of order $q^2$, its square is of order $q^4$ and can be dropped:

$$\lambda=-\frac{k_1k_2}{3(k_1+k_2)}\cdot\frac92d^2q^2=-\frac{3d^2}{2}\frac{k_1k_2}{k_1+k_2}\,q^2 .$$

Comparison with $\lambda=-Dq^2$ gives (1) again. The direction of $\mathbf q$ has dropped out, so at this order diffusion is isotropic although the lattice has only threefold symmetry. In the slow mode, as $q\to0$, the first amplitude equation gives $k_1u_1=k_2u_2$: the two kinds of site share the density in the proportions (4) while the long wave spreads.

### A case where counting hops fails

Suppose every bond along $\boldsymbol\delta_3$ is closed and the other rates are unchanged. The escape rates become $2k_1$ and $2k_2$, and the network splits into zigzag chains. Now $\boldsymbol\delta_1+\boldsymbol\delta_2=-\boldsymbol\delta_3\neq0$, so the cross term in the first derivation survives.

The wave method needs only small changes. With $\mathbf b=\boldsymbol\delta_1-\boldsymbol\delta_2$, of length $\sqrt3\,d$,

$$|S|^2=2+2\cos(\mathbf q\cdot\mathbf b),\qquad 4-|S|^2\simeq(\mathbf q\cdot\mathbf b)^2 .$$

In (7), 3 is replaced by 2 and 9 by 4, so

$$\lambda\simeq-\frac{k_1k_2}{2(k_1+k_2)}(\mathbf q\cdot\mathbf b)^2 .$$

Along the chain the diffusivity is $3d^2k_1k_2/[2(k_1+k_2)]$, and across it zero. Their average, which fixes $\langle r^2\rangle/(4t)$, is $3d^2k_1k_2/[4(k_1+k_2)]$. Counting hops gives $\Gamma=4k_1k_2/(k_1+k_2)$ and $\Gamma d^2/4=d^2k_1k_2/(k_1+k_2)$. The true value is $3/4$ of this, and the numerical eigenvalue gives the ratio 0.7500. The sideways part of each hop is undone by the next one. In the full network, condition (2) removes this correlation.

## What each derivation assumes

Both derivations assume memoryless hops, a single adatom and the same two rates everywhere. Neither assumes thermal equilibrium. The stationary state nevertheless has balanced traffic on every bond, since $k_1\bar p_1=k_2\bar p_2$ for any positive rates.

The first derivation uses $\sum_j\boldsymbol\delta_j=0$ at each site. In return it holds at all times and gives the transient, but it yields the second moment and not the shape of the distribution. If the mean hop does not vanish, (5) acquires further averages that need equations of their own.

The second derivation needs a periodic lattice, wavelengths long compared with $d$, and times long compared with $1/[3(k_1+k_2)]$. It does not need the mean hop to vanish, as the zigzag case shows. It also establishes that a smooth density profile obeys the diffusion equation, as a continuum growth model requires.

## Limits and temperature dependence

For equal rates $k$, (1) becomes $D=\tfrac34d^2k$. For unequal rates, write it as

$$D=\frac{3d^2k_2}{2}\,\frac{1}{1+k_2/k_1}. \qquad (8)$$

If $k_2\ll k_1$, then $D\to\tfrac32d^2k_2$, and escape from the slow site governs diffusion. The factor is $\tfrac32$ and not $\tfrac34$ because each slow hop is followed, almost at once, by a fast one that adds its own $d^2$.

Let $k_i=\nu_ie^{-E_i/k_BT}$ with constant prefactors, and let $\beta=1/k_BT$. The local activation energy is $E_D=-d\ln D/d\beta$. From $\ln D=\text{const}+\ln k_1+\ln k_2-\ln(k_1+k_2)$ and $dk_i/d\beta=-E_ik_i$,

$$E_D=E_1+E_2-\frac{k_1E_1+k_2E_2}{k_1+k_2}=\frac{k_2E_1+k_1E_2}{k_1+k_2}=\bar p_1E_1+\bar p_2E_2 .$$

Each barrier is weighted by the time spent behind it. These weights change with temperature, so an Arrhenius plot of $D$ is curved when $E_1\ne E_2$.

## Worked example: a metal adatom on WSe₂

The top selenium plane of WSe₂ is triangular, like an fcc(111) plane, and has two kinds of hollow. The one above a tungsten atom plays the hcp part, and the one with no atom of the layer beneath it plays the fcc part. The lattice spacing is roughly 0.33 nm, so $d=0.33/\sqrt3=0.1905$ nm.

The remaining inputs are assumed: barriers $E_1=0.50$ eV and $E_2=0.60$ eV, a common prefactor of $3\times10^{12}$ s⁻¹, and $T=900$ K, where $k_BT=0.07756$ eV. Then

$$k_1=3\times10^{12}\,e^{-0.50/0.07756}=4.76\times10^{9}\ \text{s}^{-1},\qquad k_2=1.31\times10^{9}\ \text{s}^{-1}.$$

The occupations are $\bar p_1=0.216$ and $\bar p_2=0.784$, and the total hop rate is $\Gamma=6.16\times10^9$ s⁻¹. Hence

$$D=\frac{(0.1905\ \text{nm})^2(6.16\times10^9\ \text{s}^{-1})}{4}=5.59\times10^7\ \text{nm}^2/\text{s}=5.59\times10^{-7}\ \text{cm}^2/\text{s}.$$

The slow-site limit would give $7.13\times10^{-7}$ cm²/s, which is 28% above this value. Equation (8) accounts for the difference: $k_2/k_1=0.275$ is not small at 900 K. The activation energy is $0.216(0.50)+0.784(0.60)=0.578$ eV, between the two barriers. With the other inputs fixed, $D$ rises from $6.6\times10^{-8}$ cm²/s at 700 K to $2.2\times10^{-6}$ cm²/s at 1100 K.

The occupations relax in 55 ps. The offset in $\langle r^2\rangle$ is 0.016 nm² for a start on the fcc-like site and $-0.004$ nm² for the other. After 10 ns, $4Dt=2.2$ nm², and the larger offset is below 1% of it.

### Size of the neglected effects

**Directional memory.** An adatom that has just crossed a saddle may cross the next one before it settles. Let a fraction $f$ of arrivals do so, divided equally between the two forward directions at $\pm60^\circ$, with the total crossing rate held fixed. The sideways parts of the two forward directions cancel, and adatoms that settle leave in a random direction, so the mean next hop is $\cos60^\circ\,f=f/2$ times the last one. Applied $m$ times, this gives a mean cosine of $(f/2)^m$ between hops $m$ apart. Summing over pairs multiplies $D$ by

$$1+2\sum_{m\ge1}(f/2)^m=\frac{1+f/2}{1-f/2}.$$

To estimate $f$, suppose that each well passage costs an energy $\delta E$ and that the rest stays in the forward motion. Adatoms cross a saddle with a speed distribution proportional to $v\,e^{-mv^2/2k_BT}$, where $m$ is here the adatom mass. The fraction with kinetic energy above $\delta E$ is $f=e^{-\delta E/k_BT}$. An assumed loss of 0.20 eV gives $f=0.076$, and forward crossings alone would then raise $D$ by 8%. This is a rough scale and not a bound. Enough energy does not ensure a forward exit: straight ahead of a saddle, beyond the hollow, lies a surface atom, which can turn the adatom back. On the other hand, energy in the sideways motion, not counted in $f$, can help the adatom across. Immediate returns, left out here, have cosine $-1$ and can outweigh the forward crossings. The net effect of memory may therefore be a lower $D$; finding its sign and size requires the dynamics of the adatom on the actual energy surface.

**Tunnelling.** For a parabolic barrier whose frequency equals the prefactor $\nu$, the thermal average of the transmission raises the rates by 0.1%. Quantum corrections to the vibrations in the wells are not included.

**Other adatoms and desorption.** At an assumed 0.001 adatoms per hollow, a deep site is occupied with probability $2(0.001)(0.784)=0.0016$, so site blocking is weak; forces between adatoms are ignored. With an assumed desorption energy of 2.5 eV and the same prefactor, an adatom stays about 33 s. This ignores the 0.1 eV difference between the two kinds of site, which can change the time by a factor of roughly 2. An rms distance of 1000 nm on an unbroken terrace takes 4.5 ms, and the chance of desorbing in that time is of order $10^{-4}$. That journey is one of a lone adatom. Each hollow takes up $\sqrt3a_s^2/4=0.047$ nm², so at the assumed coverage there is one adatom per 47 nm², about 7 nm apart, and an adatom meets another within about a microsecond. If adatoms bind on meeting, the free path is of order 10 nm and not 1000 nm.

### The model beside real growth

The temperature, 627 °C, lies at the low end of the rough range used for chemical vapour growth of WSe₂. The barriers are plausible round values for a metal adatom, neither measured nor computed for a particular element, so the result indicates a scale and does not predict a specific system. Real growth may break the assumption of a bare metal adatom: in selenium-rich vapour the moving species may be a metal–selenium cluster with other barriers and perhaps other stable sites. If the site network survives and both barriers shift together by 0.05 eV at 900 K, $D$ changes by a factor of 1.9, far more than the tunnelling and blocking corrections and the 8% found for forward crossings. The last figure rests on the assumed loss of 0.20 eV: with 0.10 eV the forward factor is 1.3, and with 0.05 eV it is 1.7. Steps, selenium vacancies and other adatoms can also capture adatoms; (1) then describes at most the motion between captures.

## Computed values

```
TEST WALK (d = 1, time in arbitrary units)
k1, k2, time: 2.0, 0.5, 4.0
<r^2>/d^2 from fcc: master eq. 10.080000, formula 10.080000
<r^2>/d^2 from hcp: master eq. 9.480000, formula 9.480000
long-time part 4Dt/d^2: 9.600000
one bond closed, true D / hop-count D: 0.7500
EXAMPLE: metal adatom on WSe2, rough assumed inputs
lattice spacing: 0.33 nm
hop length d: 0.1905 nm
barrier from fcc-like site: 0.50 eV
barrier from hcp-like site: 0.60 eV
prefactor: 3.0e+12 1/s
temperature: 900 K
thermal energy kB T: 0.07756 eV
k1 (fcc-like, per neighbour): 4.7560e+09 1/s
k2 (hcp-like, per neighbour): 1.3100e+09 1/s
occupation p1 (fcc-like): 0.2160
occupation p2 (hcp-like): 0.7840
mean total hop rate: 6.1626e+09 1/s
D: 5.5925e+07 nm^2/s = 5.5925e-07 cm^2/s
D from Bloch eigenvalue: 5.5925e-07 cm^2/s
deep-site estimate 3 d^2 k2/2: 7.1329e-07 cm^2/s
wrong D from mean rate (k1+k2)/2: 8.2574e-07 cm^2/s
local activation energy, formula: 0.5784 eV
local activation energy, numerical slope: 0.5784 eV
D at 700 K: 6.5699e-08 cm^2/s
D at 1100 K: 2.1597e-06 cm^2/s
transient relaxation time: 54.95 ps
<r^2> offset, fcc-like start: 0.01617 nm^2
<r^2> offset, hcp-like start: -0.00445 nm^2
NEGLECTED OR UNCERTAIN EFFECTS
escape rate 3 k1 / prefactor: 0.00476
assumed energy loss per well passage: 0.20 eV
fraction of arrivals going straight on: 0.0759
factor on D from directional memory: 1.0789
h*prefactor/(kB T): 0.1600
factor on rates from tunnelling: 1.00107
assumed adatoms per hollow: 0.001
chance that a deep target site is taken: 0.00157
assumed desorption energy: 2.5 eV
mean time to desorption: 33.3 s
time for rms distance of 1000 nm: 4.470 ms
desorption chance in that time: 1.34e-04
factor on D from 0.05 eV barrier error: 1.905
```
